# Low conductivity in holey silicon does not by itself demonstrate phononic gaps

## The argument under review

The argument runs as follows. A silicon film is perforated by a square lattice of holes a few tens of nanometres apart. At room temperature it conducts heat far worse than bulk silicon, and worse than the loss of material explains. A periodic structure opens phononic band gaps. Therefore, the argument concludes, the low conductivity shows that gaps are blocking the heat.

The premises can all be granted. The conclusion needs one more: that without gaps the conductivity would have stayed high. I test it on a film with pitch \(a=60\) nm, hole diameter \(d=40\) nm, thickness \(h=100\) nm and temperature \(T=300\) K. The porosity is \(\phi=\pi d^2/(4a^2)=0.349\), and the necks are 20 nm wide. Conductivities refer to the whole film cross-section, holes included.

## Where the gaps lie and where the heat is

Along a lattice axis, periodicity couples wavenumbers \(q\) and \(q-2\pi/a\). They have equal frequency when \(q=\pi/a\). With sound speed \(v\), this gives

\[
f_B=\frac{vq}{2\pi}=\frac{v}{2a}=\frac{6000\ \text{m/s}}{120\ \text{nm}}=0.050\ \text{THz}.
\]

A scalar-wave calculation for this lattice with free hole edges puts the first gap at that zone edge between about 0.034 and 0.061 THz. This is a gap for one direction and for waves uniform across the thickness. In the film, waves with one node across the thickness start at \(v/(2h)=0.030\) THz and fill part of this interval. The calculation therefore does not establish a complete gap for the elastic film, but it confirms the frequency scale.

For the heat I use three identical isotropic acoustic branches,

\[
\omega=\omega_m\sin\frac{\pi q}{2q_0},\qquad \omega_m=\frac{2vq_0}{\pi},\qquad v_g=\frac{d\omega}{dq}=v\cos\frac{\pi q}{2q_0}.
\]

Each branch has one mode per primitive cell of volume \(V_c=0.040\) nm³. Hence \(q_0^3/(6\pi^2)=1/V_c\), and \(q_0=11.4\) nm⁻¹. The heat capacity of one mode with Bose occupation \(n\) is

\[
C=\hbar\omega\frac{\partial n}{\partial T}=k_B\left(\frac{y}{\sinh y}\right)^2,\qquad y=\frac{\hbar\omega}{2k_BT}.
\]

In the relaxation-time approximation, a gradient \(T'\) along \(x\) gives \(v_x(\partial n/\partial T)T'=-\delta n/\tau\), so \(\delta n=-\tau v_x(\partial n/\partial T)T'\). The heat flux is the sum of \(\hbar\omega v_x\delta n\), or \(-T'\) times the sum of \(Cv_x^2\tau\). Isotropy replaces \(v_x^2\) by \(v_g^2/3\), and the three branches cancel the 3. With mode density \(q^2dq/(2\pi^2)\) and bulk mean free path \(\Lambda=v_g\tau\),

\[
\kappa_{\rm bulk}=\frac{1}{2\pi^2}\int_0^{q_0}q^2Cv_g\Lambda\,dq,\qquad
\frac1\tau=A\omega^2Te^{-B/T}+D\omega^4 .
\]

The two rates describe phonon-phonon and impurity scattering. I take \(B=150\) K and \(D=10^{-45}\) s³, and adjust \(A\) to \(1.572\times10^{-19}\) s/K so that \(\kappa_{\rm bulk}=150\) W/m/K. These are rough silicon-like values.

## What removing low-frequency modes can do

Consider first a film whose holes remove material and modes but leave bulk mean free paths unchanged. This is a bookkeeping comparison, not a prediction for a smooth film.

The material factor follows from heat diffusion around holes. Let a disc of radius \(R_0\) and conductivity \(\kappa_e\) lie in a medium of conductivity \(\kappa\). Outside it the temperature is \(G(r+bR_0^2/r)\cos\theta\), and inside it is \(Gcr\cos\theta\). Continuity of temperature gives \(c=1+b\), and continuity of flux gives \(\kappa(1-b)=\kappa_ec\). Therefore

\[
b=\frac{\kappa-\kappa_e}{\kappa+\kappa_e}.
\]

An insulating hole has \(b=1\). Let the disc stand for a region containing \(N\) holes of radius \(R\), whose mutual disturbance is neglected. Their far fields add to \(NR^2=\phi R_0^2\), which must equal \(bR_0^2\). Thus \(b=\phi\), and

\[
\frac{\kappa_e}{\kappa}=\frac{1-\phi}{1+\phi}=\frac{0.651}{1.349}=0.483 .
\]

Material loss alone leaves 72.4 W/m/K. Since the solid fraction is \(1-\phi\), the diffusion coefficient within the solid is multiplied by \(1/(1+\phi)=0.741\). A coarse grid with a staircase hole edge gives 0.717 for the square lattice, but that 3% shortfall is almost all grid error. With the circular edge resolved the value is 0.739, so neglecting the mutual disturbance of the holes costs less than half a percent at this porosity.

Now delete every mode below \(10f_B=0.50\) THz, passbands included. This removes more than any set of gaps confined to that range. At these frequencies \(C\simeq k_B\), \(\omega\simeq vq\), \(v_g\simeq v\), and impurity scattering is negligible. The bulk integrand becomes constant,

\[
q^2Cv_g^2\tau\simeq\frac{q^2k_Bv^2}{A v^2q^2Te^{-B/T}}=\frac{k_B}{ATe^{-B/T}},
\]

so the part below \(q_c=2\pi(10f_B)/v=5.24\times10^8\) m⁻¹ is

\[
\kappa_{<}=\frac{k_Bq_c}{2\pi^2ATe^{-B/T}}\simeq12.8\ \text{W/m/K}.
\]

The full integral gives a share of 8.5%, in agreement with \(12.8/150\). The deletion leaves \(72.4(1-0.085)=66.2\) W/m/K.

This does not bound every effect of interference. Folded bands could also have lower group velocities at higher frequencies, and higher gaps could exist. Both require the wave to keep its phase from hole to hole, so the walls must be examined.

## Which waves survive a rough wall as waves

Let wall heights \(z\) have a Gaussian distribution with root-mean-square value \(\eta\). Slopes are gentle and shadowing is ignored. A wave of wavenumber \(k\), incident at angle \(\theta\) from the normal, gains path \(2z\cos\theta\) and phase \(\beta z\), where \(\beta=2k\cos\theta\). Completing the square in the Gaussian integral gives the mean reflected amplitude,

\[
\left\langle e^{i\beta z}\right\rangle=\int_{-\infty}^{\infty}\frac{e^{i\beta z-z^2/2\eta^2}}{\sqrt{2\pi}\,\eta}\,dz=e^{-\beta^2\eta^2/2}.
\]

Its square is the specular probability,

\[
p(\theta)=e^{-4k^2\eta^2\cos^2\theta}.
\]

Isotropic phonons strike the wall with flux proportional to \(\cos\theta\). With \(\mu=\cos\theta\), the normalized weight is \(2\mu\,d\mu\), and

\[
\bar p=\int_0^1 2\mu e^{-s\mu^2}d\mu=\frac{1-e^{-s}}{s},\qquad s=4k^2\eta^2 .
\]

Take \(\eta=0.5\) nm. At the Bragg wavelength \(2a=120\) nm, \(s=0.0027\) and \(\bar p=0.999\). The waves near the first gap see a smooth wall. The median heat carrier, found from the diffuse-wall calculation below, has frequency 5.4 THz and wavelength 0.98 nm. There \(s\simeq41\) and \(\bar p=0.024\). Most of such a wave leaves the wall with a phase that varies randomly from place to place, so reflections from successive holes do not add in step.

The heat-weighted average of \(\bar p\) is 0.045. At a single wavelength, \(\bar p\) exceeds one half only above 5.0 nm, and those modes carry 0.6% of the heat in the diffuse-wall film. For wavelengths near the atomic spacing, the continuous-surface formula is an estimate of scale, not a precise scattering law.

## A film without gaps

The missing premise can now be tested with phonons that move as particles, scatter in the bulk, and leave every wall in random directions with the cosine law. No interference is included, so no gap can form. The cosine law is a further assumption. The roughness formula measures loss of phase, not loss of direction, and a wall with gentle slopes sends the dephased wave out close to the mirror direction. The same particle model with mirror walls, or with facets of root-mean-square slope 0.1 to 0.2, gives 13 to 14 W/m/K in place of the value found below. Most of the reduction thus comes from the holes turning particles back, and diffuse scattering deepens it.

The frequency of wall collisions is fixed by geometry. For particle density \(\rho\) and speed \(v_g\), the flux onto a wall is

\[
\rho v_g\,\frac{2\pi}{4\pi}\int_0^1\mu\,d\mu=\frac{\rho v_g}{4}.
\]

With \(\rho V\) particles and wall area \(S\), each particle hits a wall at rate \(v_gS/(4V)\). The mean path between wall hits is therefore \(\ell_w=4V/S\). Bulk scattering does not alter this, because it preserves the uniform, isotropic equilibrium. Per unit cell, \(V=ha^2(1-\phi)\) and \(S=\pi dh+2a^2(1-\phi)\), so

\[
\frac{4}{\ell_w}=\frac{\pi d}{a^2(1-\phi)}+\frac2h
=(0.0536+0.0200)\ \text{nm}^{-1},
\qquad \ell_w=54.3\ \text{nm}.
\]

Random flights with bulk mean free paths from 10 to 10,000 nm gave 54.29 to 54.38 nm.

The collision rate does not fix the conductivity, because directions before and after a hit are correlated. The in-plane diffusion coefficient \(D_{\rm diff}\) is obtained from the long-time displacement, \(\langle X^2+Y^2\rangle=4D_{\rm diff}t\). In bulk, the velocity correlation \((v_g^2/3)e^{-v_gt/\Lambda}\) integrates over time to \(D_{\rm diff}=v_g\Lambda/3\). I therefore define \(\Lambda_{\rm tr}=3D_{\rm diff}/v_g\) in the film. Energy occupies only the solid fraction, hence

\[
\kappa_{\rm film}=\frac{1-\phi}{2\pi^2}\int_0^{q_0}q^2Cv_g\Lambda_{\rm tr}\,dq .
\]

This treats each frequency separately; bulk collisions do not exchange energy between modes.

A plain film without holes tests the treatment of diffuse walls. A phonon that left a wall and rose to height \(z\) with vertical direction cosine \(\mu\) has regained a fraction \(1-e^{-z/\Lambda\mu}\) of its bulk deviation. Averaging over \(z\), with in-plane flux weight \(\tfrac32(1-\mu^2)d\mu\), gives

\[
\frac{\Lambda_{\rm tr}}{\Lambda}=1-\frac{3\Lambda}{2h}\int_0^1\mu(1-\mu^2)\left(1-e^{-h/\Lambda\mu}\right)d\mu .
\]

For \(h=\Lambda=100\) nm this is 68.4 nm. The random flights gave 68.1 nm.

For the perforated film, a quick estimate adds the bulk and wall rates and includes the porosity factor:

\[
\Lambda_{\rm est}=\frac{1}{1+\phi}\,\frac{\Lambda}{1+\Lambda/\ell_w}.
\]

At \(\Lambda=10\) nm it gives 6.3 nm against 5.9 nm from the flights. At \(\Lambda=640\) nm it gives 37 nm against 24 nm. The sum of rates ignores a correlation between directions. The mean normal direction cosine is \(\int_0^1 2\mu^2d\mu=2/3\), inward on arrival and outward on departure. The product of successive directions thus averages \(-4/9\), not zero. At a hole this normal lies in the plane of heat flow, so a hit partly reverses the motion. At the top and bottom faces the normal is vertical and in-plane motion is merely randomized. The factor \(1/(1+\phi)\), taken from diffusion, may already stand in for part of this reversal, and narrow necks may also shorten the transport length. The causes of the remaining excess were not separated.

With the sampled transport lengths, the spectral integral gives

\[
\kappa_{\rm film}=8.1\ \text{W/m/K},\qquad \frac{\kappa_{\rm bulk}}{\kappa_{\rm film}}=18 .
\]

The quick estimate gives 11 W/m/K. Either value is far below the 72 W/m/K left by material loss alone, though the model contains no gap. The premise that low conductivity requires gaps therefore fails.

## What the low modes carry

With diffuse walls, long-wavelength phonons have a nearly constant transport length \(\Lambda_b\simeq27\) nm, set by geometry. The integrand no longer stays constant at small \(q\), but falls as \(q^2\):

\[
\kappa_{{\rm film},<}\simeq\frac{(1-\phi)k_Bv\Lambda_b}{2\pi^2}\int_0^{q_c}q^2dq
=\frac{(1-\phi)k_Bv\Lambda_bq_c^3}{6\pi^2}.
\]

For \(10f_B\) this is about 0.0036 W/m/K, or 0.04% of \(\kappa_{\rm film}\). Diffuse walls shorten the long paths that gave low-frequency phonons their 8.5% share of the bulk conductivity. By the roughness formula these modes reflect mostly specularly, so 0.04% describes the diffuse-wall model and not their actual contribution. A generous estimate gives them bulk mean free paths and the material factor, hence \(0.483\times12.8\simeq6.2\) W/m/K. That is not small beside 8.1 W/m/K. Modes between 0.5 THz and the 5.0 nm wavelength found above also reflect mostly specularly. The bulk integrand is still nearly constant there, so including them multiplies the estimate by about \(12/5.0=2.4\), to 15 W/m/K. Added to 8.1 W/m/K, this makes about 23 W/m/K, still far below 72 W/m/K. The low conductivity therefore needs no gaps, although gaps at low frequency could alter its value.

One can also ask how far a complete stop band, starting at zero frequency, would have to extend to reproduce 8.1 W/m/K without wall scattering. Holding the bulk mean free paths and the material factor fixed, the answer is 5.7 THz, or 114 times \(f_B\). The acoustic spectrum of the model ends at 6.9 THz. Gaps near the Bragg frequency cannot do this work in that comparison.

## Conditions under which the objection weakens

Smoother walls preserve more phase. For \(\eta=0.2\) nm, the heat-weighted specular probability rises to 0.215. Giving all phonons this probability, still without interference, raises the conductivity from 8.1 to 8.9 W/m/K. A single average is a crude substitute for a probability that depends on wavelength and angle, and it understates the rise: with that dependence the particle model gives about 10 W/m/K. The conductivity stays low, but neglecting interference is less secure. For atomically smooth walls, the roughness argument would have no force.

Cooling changes the carriers themselves. At 2 K, 99% of the heat in the diffuse-wall model lies below \(10f_B\). At that upper frequency the wavelength is 12 nm, and \(\eta=0.5\) nm gives \(s=0.27\) and \(\bar p=0.87\). The assumption of diffuse walls then contradicts the roughness formula, and a wave calculation is needed. Interference may matter greatly there, but its success would not carry over to 300 K.

## The model beside real films

The geometry is in the range of fabricated holey silicon, and 150 W/m/K is a rough room-temperature value for bulk silicon. Values of very roughly 2 W/m/K have been reported for films of comparable pitch, below the model's 8.1 W/m/K. The model therefore does not explain every such film. Real etched walls need not be clean crystal up to the geometric edge. A non-conducting layer 2 nm deep on all walls, an assumed and possibly severe value, lowers the result to 5.8 W/m/K, a 29% reduction. What remains of the difference could come from geometry, further damage, measurement or interference; the conductivity alone does not say which.

Other omissions are smaller for these inputs. Reducing the sound speed to 5000 m/s and recalibrating the bulk gives 7.2 W/m/K. Optical phonons at 15 THz, with speed 1000 m/s and lifetime 3 ps, add about 0.3 W/m/K. In a film doped to \(10^{19}\) cm⁻³ with mobility 100 cm²/Vs, a Wiedemann–Franz estimate gives 0.06 W/m/K for electrons. It uses the Lorenz number of a metal, which is only rough at this doping.

Air of conductivity \(\kappa_a=0.026\) W/m/K gives \(\phi\kappa_a=0.009\) W/m/K. This is only a parallel-path estimate, not a maximum. With air in the holes, the disc calculation gives \(\kappa_e=\kappa(1-\phi b_a)/(1+\phi b_a)\), where \(b_a=(\kappa-\kappa_a)/(\kappa+\kappa_a)\simeq1-2\kappa_a/\kappa\). To first order in \(\kappa_a\), the increase is \(4\phi\kappa_a/(1+\phi)^2=0.02\) W/m/K. It is still negligible. Elastic polarization mixing, crystal anisotropy and energy exchange between modes were not sized.

## What the evidence would have to show

The conclusion should be restricted to this: the film has a low conductivity, which is compatible with diffuse scattering and does not identify a band gap. A gap claim needs spectral evidence, such as a measured phonon dispersion with a forbidden interval. To claim that the gap controls heat flow, one must also show that the affected modes would otherwise carry a sufficient share of the heat.

Comparing periodic and disordered hole patterns is useful, with a caution. Equal \(V/S\) ensures equal mean paths between wall hits, but not equal transport lengths, since necks and the order of collisions can differ. Particle calculations are needed for both patterns. Suppose the walls of both patterns are equally rough and damaged. If the measured difference between the patterns then departs from the calculated one by more than the combined uncertainty, this would point to interference. It would still not single out a gap, because interference can also change group velocities within allowed bands.

## Computed values

```
pitch, hole diameter, film thickness: 60, 40, 100 nm
neck width: 20 nm; porosity: 0.349
temperature: 300 K; rough sound speed: 6000 m/s
primitive cell volume: 0.040 nm^3; q0: 11.40 1/nm
B: 150 K; D: 1.0e-45 s^3; calibrated A: 1.572e-19 s/K
top acoustic frequency: 6.93 THz
Bragg frequency v/(2a): 0.0500 THz
scalar-wave gap at zone edge: 0.0332 to 0.0601 THz
diffusion ratio, Bloch and 1/(1+phi): 0.717, 0.741
free flight test, sampled and exact: 59.6, 59.4 nm
plain film test, sampled and formula: 68.1, 68.4 nm
wall path 4V/S: 54.33 nm
wall path sampled, all runs: 54.29 to 54.38 nm
bulk mfp 10 nm: transport length 5.9 nm, estimate 6.3 nm
bulk mfp 40 nm: transport length 13.9 nm, estimate 17.1 nm
bulk mfp 160 nm: transport length 21.4 nm, estimate 30.1 nm
bulk mfp 640 nm: transport length 24.3 nm, estimate 37.1 nm
bulk mfp 10000 nm: transport length 27.3 nm, estimate 40.1 nm
bulk conductivity, rough input: 150 W/m/K
bulk with material removed only: 72.4 W/m/K
diffuse walls, no gaps: 8.13 W/m/K
reduction from bulk: factor 18.4
crude wall-path estimate: 11.00 W/m/K
deleted range: 0 to 0.500 THz (ten Bragg frequencies)
deleted share of bulk conductivity: 8.54 %
modes deleted, no wall scattering: 66.2 W/m/K
deleted share with diffuse walls: 0.0441 %
stop band needed to imitate walls: 0 to 5.69 THz
that limit over Bragg frequency: 114
median heat carrier: 5.36 THz, wavelength 0.98 nm
roughness: 0.5 nm; specular share at wavelength 2a: 0.9986
specular share at median wavelength: 0.0243
heat-weighted specular share: 0.045
specular share exceeds one half above wavelength: 4.98 nm
heat carried above that wavelength: 0.601 %
share below ten Bragg frequencies at 2 K, diffuse walls: 99.3 %
roughness 0.2 nm: specular share 0.215, conductivity 8.90 W/m/K
dead layer 2 nm on all walls: 5.80 W/m/K
sound speed 5000 m/s, recalibrated: 7.22 W/m/K
optical inputs: 15 THz, 1000 m/s, 3 ps
optical phonons, rough addition: 0.32 W/m/K
doping 1e+19 cm^-3, mobility 100 cm2/Vs: electrons add 0.057 W/m/K
air in holes, input 0.026 W/m/K: adds at most 0.0091 W/m/K
```
